# Gain of a square van der Pauw sensor for small resistivity anisotropy: a program that tests the result

```python
"""Gain of a square van der Pauw stress sensor.

Result under test: for a thin square sheet with corner contacts and principal
resistivities rho_x, rho_y along its edges, to first order
    (R_x - R_y)/mean(R) = S * (rho_x - rho_y)/mean(rho),   S = 3.157,
    S = pi*sum(cosh(n pi)/sinh(n pi)^2) / sum(1/(n sinh(n pi))),  n odd.
Corners: A(0,0), B(L,0), C(L,L), D(0,L).
R_x: current A to B, voltage D minus C.  R_y: current A to D, voltage B minus C.
The independent road is a finite-element solution of the anisotropic sheet.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.constants import e as charge

ODD = np.arange(1, 100, 2)


def series_reading(aspect):
    """Reading in units of rho/t of an isotropic rectangle, aspect=height/width."""
    return 8 / np.pi * np.sum(1 / (ODD * np.sinh(ODD * np.pi * aspect)))


def sheet_series(rho_x, rho_y):
    """R_x and R_y times thickness, from the rescaled rectangle."""
    aspect = np.sqrt(rho_y / rho_x)
    rho_g = np.sqrt(rho_x * rho_y)
    return rho_g * series_reading(aspect), rho_g * series_reading(1 / aspect)


def normalised_difference(first, second):
    return 2 * (first - second) / (first + second)


def sheet_fem(cells, resistivity, contact_cells=0):
    """Bilinear finite elements on the unit square, full resistivity tensor.

    Returns R_x, R_y (times thickness) and the two reciprocity integrals
    of the x and y field products for bottom-edge and top-edge drive.
    contact_cells is the leg length of L-shaped equipotential corner contacts.
    """
    h = 1 / cells
    size = cells + 1
    diag_mass = np.full(size, 4.0)
    diag_mass[[0, -1]] = 2.0
    diag_stiff = np.full(size, 2.0)
    diag_stiff[[0, -1]] = 1.0
    diag_mixed = np.zeros(size)
    diag_mixed[0], diag_mixed[-1] = -0.5, 0.5
    ones = np.ones(cells)
    mass = sp.diags([ones, diag_mass, ones], [-1, 0, 1]) * (h / 6)
    stiff = sp.diags([-ones, diag_stiff, -ones], [-1, 0, 1]) / h
    mixed = sp.diags([0.5 * ones, diag_mixed, -0.5 * ones], [-1, 0, 1])

    # Contact unknowns: C=0 (grounded), A=1, B=2, D=3; then all other nodes.
    label = -np.ones((size, size), dtype=int)      # index order [y, x]
    k = contact_cells + 1
    for number, (iy, ix) in enumerate([(-1, -1), (0, 0), (0, -1), (-1, 0)]):
        along_x = slice(0, k) if ix == 0 else slice(size - k, size)
        along_y = slice(0, k) if iy == 0 else slice(size - k, size)
        label[iy, along_x] = number
        label[along_y, ix] = number
    free = label < 0
    label[free] = 4 + np.arange(free.sum())
    flat = label.ravel()
    merge = sp.csr_matrix((np.ones(flat.size), (np.arange(flat.size), flat)))

    sigma = np.linalg.inv(resistivity)
    cross = sp.kron(mixed.T, mixed)
    part_x = (merge.T @ (sigma[0, 0] * sp.kron(mass, stiff)) @ merge).tocsr()
    part_y = (merge.T @ (sigma[1, 1] * sp.kron(stiff, mass)) @ merge).tocsr()
    part_xy = (merge.T @ (sigma[0, 1] * (cross + cross.T)) @ merge).tocsr()
    total = (part_x + part_y + part_xy)[1:, 1:].tocsc()
    solver = splu(total, permc_spec="MMD_AT_PLUS_A")

    def drive(source, sink):
        current = np.zeros(part_x.shape[0])
        current[source] += 1
        current[sink] -= 1
        return np.concatenate([[0.0], solver.solve(current[1:])])

    bottom, left, top = drive(1, 2), drive(1, 3), drive(3, 0)
    return bottom[3], left[2], top @ (part_x @ bottom), top @ (part_y @ bottom)


def tensor(eps, angle=0.0):
    """Unit-mean resistivity tensor, relative anisotropy eps, axes at angle."""
    c, s = np.cos(2 * angle), np.sin(2 * angle)
    return np.eye(2) + eps / 2 * np.array([[c, s], [s, -c]])


# Gain from the series
sum_slope = np.sum(np.cosh(ODD * np.pi) / np.sinh(ODD * np.pi) ** 2)
sum_reading = np.sum(1 / (ODD * np.sinh(ODD * np.pi)))
gain = np.pi * sum_slope / sum_reading
leading_gain = np.pi / np.tanh(np.pi)
weight_x, weight_y = (1 + gain) / 2, (1 - gain) / 2
assert abs(gain - 3.157) < 5e-4

# Readings of a strongly anisotropic sheet: series against finite elements
strong_x, strong_y = 1.5, 0.7
series_pair = np.array(sheet_series(strong_x, strong_y))
fem_pair = np.array(sheet_fem(80, np.diag([strong_x, strong_y]))[:2])
assert np.allclose(series_pair, fem_pair, rtol=5e-3)   # mesh error

# Half-plane relation and the isotropic square
for rx, ry in [(1.0, 1.0), (1.5, 0.7), (0.6, 1.3)]:
    pair = np.array(sheet_series(rx, ry))
    assert abs(np.exp(-np.pi * pair / np.sqrt(rx * ry)).sum() - 1) < 1e-10
square_reading = series_reading(1.0)
assert abs(square_reading - np.log(2) / np.pi) < 1e-12

# Gain, weights and rotation law from finite elements (tolerance: mesh error)
small = 0.02
fem_x, fem_y = sheet_fem(80, tensor(small))[:2]
fem_gain = normalised_difference(fem_x, fem_y) / small
assert abs(fem_gain / gain - 1) < 5e-3
iso_x, _, product_x, product_y = sheet_fem(80, np.eye(2))
fem_weight_x, fem_weight_y = product_x / iso_x, product_y / iso_x
assert abs(fem_weight_x - weight_x) < 1e-2
assert abs(fem_weight_y - weight_y) < 1e-2
rot_x, rot_y = sheet_fem(80, tensor(small, np.radians(30)))[:2]
fem_gain_30 = normalised_difference(rot_x, rot_y) / small
assert abs(fem_gain_30 / (gain * np.cos(np.radians(60))) - 1) < 5e-3
rot_x, rot_y = sheet_fem(80, tensor(small, np.radians(45)))[:2]
assert abs(normalised_difference(rot_x, rot_y)) < 1e-7

# Signs of the two current fields inside the isotropic square
grid = np.linspace(0.05, 0.95, 19)
X, Y, N = np.meshgrid(grid, grid, ODD, indexing="ij")
scale = np.sinh(N * np.pi)
flow_x = np.sum(np.sin(N * np.pi * X) * np.cosh(N * np.pi * (1 - Y)) / scale, 2)
flow_y = np.sum(np.cos(N * np.pi * X) * np.sinh(N * np.pi * (1 - Y)) / scale, 2)
top_flow_x, top_flow_y = flow_x[:, ::-1], -flow_y[:, ::-1]
off_axis = np.abs(grid - 0.5) > 1e-9      # flow_y vanishes on the midline
assert np.all(flow_x * top_flow_x > 0)
assert np.all((flow_y * top_flow_y)[off_axis] < 0)

# Example inputs: rough values for a diffused p-type stress sensor on a chip
hole_density = 1e18        # cm^-3
mobility = 150.0           # cm2/Vs
thickness_um = 1.0
edge_um = 100.0
pi_long, pi_trans = 0.70, -0.65    # 1/GPa
stress_MPa = 20.0
current_mA = 0.1
young_GPa, poisson = 170.0, 0.1
edge_error_um = 0.1
misalignment_deg = 2.0
contact_um = 10.0
pi_loss_per_K, temperature_rise_K = 0.002, 40.0

rho0 = 1 / (charge * hole_density * mobility)           # ohm cm
sheet = rho0 / (thickness_um * 1e-4)                    # ohm per square
change_x = pi_long * stress_MPa * 1e-3
change_y = pi_trans * stress_MPa * 1e-3
eps = normalised_difference(1 + change_x, 1 + change_y)
R_x, R_y = (sheet * r for r in sheet_series(1 + change_x, 1 + change_y))
delta = normalised_difference(R_x, R_y)
linear_delta = gain * eps
nonlinear_pct = 100 * (delta / linear_delta - 1)
assert abs(nonlinear_pct) < 1
signal_mV = current_mA * (R_x - R_y)
bar_signal_mV = current_mA * sheet * (change_x - change_y)
absolute_factor = gain * square_reading
assert abs(signal_mV / bar_signal_mV / absolute_factor - 1) < 0.01
assert absolute_factor < 1


def large_deviation_pct(value):
    pair = sheet_series(1 + value / 2, 1 - value / 2)
    return 100 * (normalised_difference(*pair) / (gain * value) - 1)


# Neglected effects
def shape_difference(width, height):
    """Normalised difference of an isotropic, slightly non-square sheet."""
    return normalised_difference(series_reading(height / width),
                                 series_reading(width / height))


strain = stress_MPa * 1e-3 / young_GPa
strain_delta = shape_difference(1 + strain, 1 - poisson * strain)
assert abs(strain_delta / (2 * gain * (1 + poisson) * strain) - 1) < 1e-3
mismatch_delta = shape_difference(edge_um + edge_error_um, edge_um)
assert abs(mismatch_delta / (2 * gain * edge_error_um / edge_um) - 1) < 5e-3
misalign_pct = 100 * (np.cos(2 * np.radians(misalignment_deg)) - 1)


def contact_shift_pct(cells):
    legs = round(cells * contact_um / edge_um)
    point = normalised_difference(*sheet_fem(cells, tensor(small))[:2])
    wide = normalised_difference(*sheet_fem(cells, tensor(small), legs)[:2])
    return 100 * (wide / point - 1)


contact_coarse, contact_fine = contact_shift_pct(80), contact_shift_pct(160)
assert abs(contact_coarse - contact_fine) < 0.2        # mesh error, in percent
temperature_pct = -100 * pi_loss_per_K * temperature_rise_K

print("GAIN")
print(f"sum of cosh/sinh^2, odd n: {sum_slope:.6f}")
print(f"sum of 1/(n sinh), odd n: {sum_reading:.6f}")
print(f"gain S: {gain:.5f}")
print(f"leading term pi*coth(pi): {leading_gain:.5f}")
print(f"gain from finite elements: {fem_gain:.4f}")
print(f"gain at 30 deg, finite elements: {fem_gain_30:.4f}")
print(f"weights w_x, w_y: {weight_x:.4f}, {weight_y:.4f}")
print(f"weights, finite elements: {fem_weight_x:.4f}, {fem_weight_y:.4f}")
print(f"isotropic reading R_0*t/rho: {square_reading:.5f}")
print(f"absolute factor S*ln2/pi: {absolute_factor:.4f}")
print(f"strong case rho_x, rho_y: {strong_x}, {strong_y}")
print(f"  series R_x*t, R_y*t: {series_pair[0]:.5f}, {series_pair[1]:.5f}")
print(f"  finite elements: {fem_pair[0]:.5f}, {fem_pair[1]:.5f}")
for value in (0.1, 0.3, 0.5):
    print(f"departure from linear at eps={value}: "
          f"{large_deviation_pct(value):.2f} %")
print("EXAMPLE INPUTS")
print(f"hole density: {hole_density:.1e} cm^-3")
print(f"mobility: {mobility:.0f} cm2/Vs")
print(f"thickness, edge: {thickness_um:.1f}, {edge_um:.0f} um")
print(f"pi_long, pi_trans: {pi_long:.2f}, {pi_trans:.2f} 1/GPa")
print(f"stress along x: {stress_MPa:.0f} MPa")
print(f"drive current: {current_mA:.1f} mA")
print("EXAMPLE RESULTS")
print(f"resistivity: {rho0:.5f} ohm cm")
print(f"sheet resistance: {sheet:.1f} ohm/square")
print(f"relative change of rho_x, rho_y: {change_x:.4f}, {change_y:.4f}")
print(f"anisotropy eps: {100 * eps:.3f} %")
print(f"unstressed reading R_0: {sheet * square_reading:.2f} ohm")
print(f"R_x, R_y: {R_x:.2f}, {R_y:.2f} ohm")
print(f"normalised difference: {100 * delta:.3f} %")
print(f"linear prediction S*eps: {100 * linear_delta:.3f} %")
print(f"voltage difference, square: {signal_mV:.3f} mV")
print(f"voltage difference, two bars: {bar_signal_mV:.3f} mV")
print("NEGLECTED EFFECTS")
print(f"nonlinearity: {nonlinear_pct:.3f} % of signal")
print(f"Young modulus, Poisson ratio: {young_GPa:.0f} GPa, {poisson:.1f}")
print(f"strain along x: {strain:.2e}")
print(f"shape change by strain: {100 * strain_delta / delta:.2f} % of signal")
print(f"edge mismatch: {edge_error_um:.1f} um")
print(f"  zero-stress offset: {100 * mismatch_delta:.3f} %")
print(f"  offset over signal: {100 * mismatch_delta / delta:.1f} %")
print(f"misalignment {misalignment_deg:.0f} deg: {misalign_pct:.2f} % of signal")
print(f"contact leg length: {contact_um:.0f} um")
print(f"  gain shift, coarse mesh: {contact_coarse:.3f} %")
print(f"  gain shift, fine mesh: {contact_fine:.3f} %")
print(f"loss of pi coefficients: {100 * pi_loss_per_K:.1f} %/K")
print(f"  signal change for +{temperature_rise_K:.0f} K: {temperature_pct:.1f} %")
print("PASS")
```

Printed output:

```
GAIN
sum of cosh/sinh^2, odd n: 0.087075
sum of 1/(n sinh), odd n: 0.086643
gain S: 3.15725
leading term pi*coth(pi): 3.15335
gain from finite elements: 3.1573
gain at 30 deg, finite elements: 1.5790
weights w_x, w_y: 2.0786, -1.0786
weights, finite elements: 2.0791, -1.0791
isotropic reading R_0*t/rho: 0.22064
absolute factor S*ln2/pi: 0.6966
strong case rho_x, rho_y: 1.5, 0.7
  series R_x*t, R_y*t: 0.62153, 0.05253
  finite elements: 0.62149, 0.05248
departure from linear at eps=0.1: -0.70 %
departure from linear at eps=0.3: -5.91 %
departure from linear at eps=0.5: -14.74 %
EXAMPLE INPUTS
hole density: 1.0e+18 cm^-3
mobility: 150 cm2/Vs
thickness, edge: 1.0, 100 um
pi_long, pi_trans: 0.70, -0.65 1/GPa
stress along x: 20 MPa
drive current: 0.1 mA
EXAMPLE RESULTS
resistivity: 0.04161 ohm cm
sheet resistance: 416.1 ohm/square
relative change of rho_x, rho_y: 0.0140, -0.0130
anisotropy eps: 2.699 %
unstressed reading R_0: 91.81 ohm
R_x, R_y: 95.82, 87.99 ohm
normalised difference: 8.516 %
linear prediction S*eps: 8.520 %
voltage difference, square: 0.783 mV
voltage difference, two bars: 1.123 mV
NEGLECTED EFFECTS
nonlinearity: -0.051 % of signal
Young modulus, Poisson ratio: 170 GPa, 0.1
strain along x: 1.18e-04
shape change by strain: 0.96 % of signal
edge mismatch: 0.1 um
  zero-stress offset: 0.631 %
  offset over signal: 7.4 %
misalignment 2 deg: -0.24 % of signal
contact leg length: 10 um
  gain shift, coarse mesh: -3.201 %
  gain shift, fine mesh: -3.159 %
loss of pi coefficients: 0.2 %/K
  signal change for +40 K: -8.0 %
PASS
```
